# The Optical Sum Rule of a Tight-Binding Band, part 1

(Sections cited here and not found follow in the second part.)

## 1. The sum rule on a lattice

### 1.1 The question

The resistivity of a thin metal line depends on how often its electrons scatter and on how strongly they respond to a field between collisions. Optics can separate the two. Scattering broadens the low-frequency peak of the conductivity $\sigma(\omega)$, while the area under the peak measures the strength of the response. For free electrons of density $n$ and mass $m$ that area is $\pi ne^2/(2m)$, so one might hope to read the electron density from it.

Electrons in a single band of a crystal behave differently. A filled band contains two electrons per unit cell and carries no steady current in a weak field. The area belonging to motion within a band must therefore depend on more than the number of electrons. The quantity that replaces the density follows from the way a field enters a lattice Hamiltonian.

### 1.2 Hamiltonian and field

Let the sites $i$ of a lattice of volume $V$ have coordinates $x_i$ along the field. The Hamiltonian is

$$H=K+\mathcal U,\qquad K=-\sum_{i\ne j,s}t_{ij}\,c^\dagger_{is}c_{js}, \tag{1}$$

with real $t_{ij}=t_{ji}$ and spin $s$. The sum runs over ordered pairs, so each bond appears once in each direction. The operator $\mathcal U$ may be any function of the occupations $n_{is}=c^\dagger_{is}c_{is}$. It can contain a Hubbard repulsion, interactions between neighbours and random site energies. Hopping whose amplitude depends on the occupations is excluded.

One assumption concerns the orbitals: the position operator is diagonal in them,

$$P=\sum_{i,s}x_i\,n_{is}. \tag{2}$$

This leaves out dipole transitions between orbitals on one site, and with them part of the interband absorption of a real crystal.

The electron charge is $-e$. On an open lattice a uniform field $F(t)$ adds the potential energy $+eFP$. Define $A(t)$ by $F=-dA/dt$, and transform the state with

$$|\psi'\rangle=G|\psi\rangle,\qquad G=e^{-ieAP/\hbar}. \tag{3}$$

Differentiation in time acts on both factors:

$$i\hbar\,\partial_t|\psi'\rangle=\left[G(H+eFP)G^\dagger+e\dot A P\right]|\psi'\rangle
=GHG^\dagger|\psi'\rangle. \tag{4}$$

The last step uses $GPG^\dagger=P$ and $\dot A=-F$, so that the two terms in $P$ cancel. The field now acts through $H(A)=GHG^\dagger$ alone.

Since $P$ counts electrons weighted by position, $Gc^\dagger_{is}G^\dagger=e^{-ieAx_i/\hbar}c^\dagger_{is}$. The annihilation operator acquires the conjugate phase, and $\mathcal U$ is unchanged because it commutes with $P$. With $d_{ij}=x_i-x_j$,

$$H(A)=-\sum_{i\ne j,s}t_{ij}\,e^{-ieAd_{ij}/\hbar}\,c^\dagger_{is}c_{js}+\mathcal U. \tag{5}$$

This is the Peierls coupling. On a ring, $P$ is not single-valued, but (5) can still be used with $d_{ij}$ taken as the displacement along each bond. The phases around the ring then correspond to a magnetic flux, which a transformation of type (3) cannot remove unless it is a whole number of flux quanta $2\pi\hbar/e$.

### 1.3 Current operator

The total current is the charge times the rate of change of $P$:

$$J=-e\,\frac{i}{\hbar}[H(A),P]. \tag{6}$$

Differentiating $H(A)=GHG^\dagger$ gives

$$\frac{\partial H(A)}{\partial A}=-\frac{ie}{\hbar}[P,H(A)]=\frac{ie}{\hbar}[H(A),P],$$

and comparison with (6) shows that

$$J=-\frac{\partial H(A)}{\partial A}. \tag{7}$$

On the ring, (7) is the definition of the current bond by bond. Expand (5) to second order in $A$:

$$H(A)=H-J_pA+\tfrac12H''A^2+\dots, \tag{8}$$

$$J_p=-\frac{ie}{\hbar}\sum_{i\ne j,s}t_{ij}d_{ij}\,c^\dagger_{is}c_{js}, \tag{9}$$

$$H''=-\left(-\frac{ie}{\hbar}\right)^2\sum_{i\ne j,s}t_{ij}d_{ij}^2\,c^\dagger_{is}c_{js}
=\frac{e^2}{\hbar^2}\sum_{i\ne j,s}t_{ij}d_{ij}^2\,c^\dagger_{is}c_{js}. \tag{10}$$

Now group the bonds by the length $d=|d_{ij}|$ of their displacement along $x$. Let $K_d$ be the part of $K$ that contains the bonds of length $d$, with its minus sign from (1). Then

$$S\equiv\langle H''\rangle=-\frac{e^2}{\hbar^2}\sum_d d^2\langle K_d\rangle. \tag{11}$$

The average is taken in the state without the field. Bonds perpendicular to the field have $d=0$ and drop out. Equations (7) and (8) give the current to first order in the field,

$$J=J_p-H''A. \tag{12}$$

The second term is present even if the state has had no time to change. It plays the part of the term $-Ne^2A/m$ for $N$ free electrons, with $S$ in the place of $Ne^2/m$.

### 1.4 Linear response

Let $|\alpha\rangle$ be the eigenstates of $H$ with energies $E_\alpha$, occupied with probabilities $w_\alpha$. Write $E_{\beta\alpha}=E_\beta-E_\alpha$ and $J_{\alpha\beta}=\langle\alpha|J_p|\beta\rangle$. With real hopping amplitudes, time reversal makes $\langle J_p\rangle=0$ in thermal equilibrium.

Take $A(t)=A_0e^{-izt}$ with $\mathrm{Im}\,z>0$, so that the field grows slowly out of the past. The perturbation is $-J_pA(t)$. First-order perturbation theory gives

$$\delta\langle J_p\rangle(t)=\frac{i}{\hbar}\int_0^\infty d\tau\,\langle[J_p(\tau),J_p(0)]\rangle\,A(t-\tau). \tag{13}$$

Insert a complete set of states into the commutator and exchange the names $\alpha,\beta$ in its second term:

$$\langle[J_p(\tau),J_p(0)]\rangle=\sum_{\alpha\beta}(w_\alpha-w_\beta)|J_{\alpha\beta}|^2e^{-iE_{\beta\alpha}\tau/\hbar}. \tag{14}$$

Because $A(t-\tau)=A(t)e^{iz\tau}$, the time integral is

$$\int_0^\infty d\tau\,e^{i(z-E_{\beta\alpha}/\hbar)\tau}=\frac{i}{z-E_{\beta\alpha}/\hbar}.$$

It converges at its upper limit because $\mathrm{Im}\,z>0$. Multiplication by $i/\hbar$ yields $\delta\langle J_p\rangle=\chi(z)A$ with

$$\chi(z)=\sum_{\alpha\beta}\frac{(w_\alpha-w_\beta)|J_{\alpha\beta}|^2}{E_{\beta\alpha}-\hbar z}. \tag{15}$$

The total current from (12) is therefore $\langle J\rangle=[\chi(z)-S]A$. The field is $F=-\dot A=izA$, so $A=F/(iz)$. Dividing the current by $VF$ gives the Kubo formula

$$\sigma(z)=\frac{\chi(z)-S}{iVz}=\frac{i}{Vz}\,[S-\chi(z)]. \tag{16}$$

### 1.5 The integral over frequency

All poles of (16) lie on the real axis, so $\sigma(z)$ is analytic for $\mathrm{Im}\,z>0$. Its behaviour at large $|z|$ follows from (15). The leading term of $\chi$ would be

$$-\frac{1}{\hbar z}\sum_{\alpha\beta}(w_\alpha-w_\beta)|J_{\alpha\beta}|^2=0,$$

which vanishes because the summand changes sign when $\alpha$ and $\beta$ are exchanged. A finite lattice has a bounded spectrum, so the next term is of order $1/z^2$, and

$$\sigma(z)=\frac{iS}{Vz}+O(z^{-3}). \tag{17}$$

Integrate along the line $z=\omega+i\eta$ with $\eta>0$ and close the path by a large arc in the upper half plane. The closed integral is zero. On the arc $dz/z=i\,d\varphi$, with $\varphi$ running from $0$ to $\pi$, so the arc contributes $(iS/V)(i\pi)=-\pi S/V$. The line must contribute the opposite amount:

$$\int_{-\infty}^{\infty}\sigma(\omega+i\eta)\,d\omega=\frac{\pi S}{V}. \tag{18}$$

Exchanging $\alpha$ and $\beta$ in (15) also shows that $\chi(-z^*)=\chi(z)^*$, and hence $\sigma(-z^*)=\sigma(z)^*$. The real part is even in $\omega$ and the imaginary part odd. Half of (18) belongs to positive frequencies. The value does not depend on $\eta$, which may now go to zero:

$$W\equiv\int_0^\infty\mathrm{Re}\,\sigma(\omega)\,d\omega=\frac{\pi S}{2V}
=-\frac{\pi e^2}{2\hbar^2V}\sum_dd^2\langle K_d\rangle. \tag{19}$$

If $\sigma$ has a delta function at $\omega=0$, half of it is counted. This is what remains of a narrow peak centred at zero when only its positive side is integrated.

If every hop along $x$ has the same length $a$, the sum has one term, $K_x$, and

$$W=-\frac{\pi e^2a^2}{2\hbar^2V}\,\langle K_x\rangle. \tag{20}$$

This is the kinetic-energy form of the sum rule. Two restrictions belong to it. The energy $K_x$ contains every bond whose displacement along the field is $\pm a$, slanted bonds included, and leaves out the bonds perpendicular to the field. On a simple cubic lattice it is one third of the nearest-neighbour hopping energy, while on a body-centred cubic lattice all nearest-neighbour bonds have the same $|d|$, half the cube edge, and $K_x$ is the whole of it. With hops of several lengths, (19) weights each part by $d^2$, and the result is no longer proportional to a kinetic energy.

### 1.6 The same result in time

The role of $S$ can be seen without a contour. Apply a short pulse with $I=\int F\,dt$. The vector potential jumps from $0$ to $-I$, while the state has had no time to change. By (12), the current just after the pulse is $-S(-I)=SI$. Let $R(\tau)$ be the later current divided by $VI$, so that $R(0^+)=S/V$. The conductivity is its transform,

$$\mathrm{Re}\,\sigma(\omega)=\int_0^\infty R(\tau)\cos\omega\tau\,d\tau .$$

Integrating over $\omega>0$ turns the cosine into $\pi\delta(\tau)$, of which half lies in the range $\tau>0$. The result is $\pi R(0^+)/2=\pi S/(2V)$, in agreement with (19). Interactions and disorder shape the later current, but the integrated weight is set by its initial value.

This was tested on a Hubbard ring of six sites with three electrons of each spin, nearest-neighbour hopping $t$ and repulsion $U$ between two electrons on one site. The current after a weak pulse was followed in time, transformed and integrated over frequency. In units $e=\hbar=a=t=1$ the results are:

| $U$ | $-\langle K_x\rangle$ | $2VW/\pi$ |
|---|---|---|
| 0 | 8.000 | 8.000 |
| 4 | 6.334 | 6.334 |
| 8 | 3.926 | 3.926 |

The first entry can be found by hand. The one-electron levels are $-2\cos(2\pi l/6)$ with integer $l$. The lowest three are $-2,-1,-1$, and both spins together give $-8$. The number of electrons is six in every row, yet the weight falls by about half between the first row and the last. The repulsion does not appear in (20) explicitly. It acts through the state, in which $-\langle K_x\rangle$ is smaller.

## 2. Where the weight lies, and what it means for a metal

### 2.1 Results carried over

The charge is $-e$, $V$ is the volume, and $A$ is the vector potential of a field along $x$. The current operator without a field is $J_p$, with elements $J_{\alpha\beta}$ between eigenstates whose energies differ by $E_{\beta\alpha}=E_\beta-E_\alpha$ and whose probabilities are $w_\alpha$. The conductivity is $\sigma(z)=(i/Vz)[S-\chi(z)]$, where $\chi$ is given by (15). Its weight over positive frequencies is $W=\pi S/(2V)$, with

$$S=\langle H''\rangle=-\frac{e^2}{\hbar^2}\sum_dd^2\langle K_d\rangle, \tag{21}$$

where $K_d$ is the hopping energy of bonds with displacement $\pm d$ along $x$. For a single hop length $a$, $S=-(e^2a^2/\hbar^2)\langle K_x\rangle$.

### 2.2 Drude weight and absorption

Let $w_\alpha$ depend on energy alone, as in a thermal state, so that pairs of equal energy drop out of (15). For the other pairs,

$$\frac1{E_{\beta\alpha}-\hbar z}=\frac1{E_{\beta\alpha}}+\frac{\hbar z}{E_{\beta\alpha}(E_{\beta\alpha}-\hbar z)}. \tag{22}$$

The first term adds up to $\chi(0)$. In the second, the factor $z$ cancels the $1/z$ of the conductivity. With $z=\omega+i0$, the real part of $i/z$ is $\pi\delta(\omega)$, and the imaginary part of $1/(E_{\beta\alpha}-\hbar z)$ is $\pi\delta(E_{\beta\alpha}-\hbar\omega)$. Therefore

$$\mathrm{Re}\,\sigma=\frac{\pi D}{V}\delta(\omega)+\frac{\pi\hbar}{V}\sum_{\alpha\beta}\frac{(w_\alpha-w_\beta)|J_{\alpha\beta}|^2}{E_{\beta\alpha}}\,\delta(\hbar\omega-E_{\beta\alpha}), \tag{23}$$

with $D=S-\chi(0)$. The first term is the Drude part, a current that does not decay. The second is absorption at finite frequency. It is not negative if the occupation never rises with energy.

Half of the delta function gives $\pi D/(2V)$. The pairs with $E_{\beta\alpha}>0$ are half of a sum that is symmetric in $\alpha,\beta$, and they give $\pi\chi(0)/(2V)$. Together they restore $\pi S/(2V)$.

For a nondegenerate ground state, $D$ has a direct meaning. Second-order perturbation theory applied to (8) gives

$$\frac{d^2E_0}{dA^2}=\langle H''\rangle-2\sum_{\beta\ne0}\frac{|J_{0\beta}|^2}{E_\beta-E_0}=D. \tag{24}$$

It is the curvature of the energy with respect to $A$. On a ring of length $L$ the flux is $AL$, so $D$ measures how the energy responds to flux. On the Hubbard ring, $D$ was computed from this curvature and the rest from the current matrix elements:

| $U$ | $D$ | finite frequency | sum |
|---|---|---|---|
| 0 | 8.000 | 0.000 | 8.000 |
| 4 | 3.917 | 2.417 | 6.334 |
| 8 | 0.580 | 3.346 | 3.926 |

The Drude share falls from all of the weight to $3.917/6.334=62\,\%$ and then to $15\,\%$. On this ring the repulsion both moves weight to finite frequency and lowers the total. These shares belong to a ring of six sites and are not estimates for a bulk metal. They depend strongly on size: a half-filled ring of ten sites gives 31 % at $U=4$ and 1 % at $U=8$, and on a ring of eight sites $D$ is negative, while $S$ per site changes by 10 % or less. The infinite half-filled chain is a Mott insulator for any $U>0$, with $D$ per site equal to zero.

The total weight of the conductivity is fixed by the hopping energies, each weighted by the squared hop length, and it divides into a Drude part and absorption at finite frequency. It remains to examine an open chain and independent electrons in a band, to find the missing part of the free-electron weight, and to apply the sum rule to a model metal.
